# Barrier lowering between two charged Coulomb traps

## Problem

Two identical traps lie $d=5$ nm apart in an insulator of relative permittivity $\varepsilon_r=10$. Each trap has charge $+e$ when empty and is neutral when it holds its electron. One electron sits in trap 1, and trap 2 is empty. An isolated trap of this kind binds its electron by $E_i=0.40$ eV below the band edge.

(a) Show that the potential energy of the electron at the midpoint between the traps lies 0.115 eV below the band edge.

(b) Show that the barrier for transfer from trap 1 to trap 2 is nevertheless lowered by only 0.086 eV relative to $E_i$.

(c) By what factor would a thermally activated transfer rate at 300 K be overestimated if the whole midpoint drop were taken as barrier lowering?

Take the applied field as zero, the bound state as small compared with $d$, and the passage as classical, over the barrier. Energies are measured from the band edge far from both traps. If the carriers are holes, the signs of all charges and the direction of the energy axis are reversed, and the results are the same.

## Hints

1. Once the electron has left trap 1, how many positive charges attract it?
2. A barrier is a difference between two energies. Which of them does the empty neighbour change?
3. For the bound electron, average the neighbour's potential over a sphere centred on trap 1.
4. To show that the midpoint is the lowest pass in three dimensions, look at the plane that every path between the traps must cross.

## Solution

### The charges and the energy scale

When the electron is between the traps, both are empty, so both attract it. With $r_1$ and $r_2$ its distances from the two traps, its potential energy is

$$V=-\frac{k}{r_1}-\frac{k}{r_2},\qquad k=\frac{e^2}{4\pi\varepsilon_0\varepsilon_r}.$$

In vacuum the constant is 1.440 eV nm, so here $k=1.440/10=0.144$ eV nm. Close to each trap there is also a short-range attraction that makes the level deep. It is taken to be negligible at the midpoint, and its effect on the bound level is already contained in $E_i$.

### (a) The top of the barrier

Let $x$ be the distance from trap 1 along the line joining the traps. Over a common denominator,

$$V(x)=-\frac{k}{x}-\frac{k}{d-x}=-\frac{kd}{x(d-x)}.$$

Since $x(d-x)=d^2/4-(x-d/2)^2$, the denominator is largest at $x=d/2$. There $V$ is least negative, so the midpoint is the maximum along the line:

$$V_{\rm top}=-\frac{kd}{d^2/4}=-\frac{4k}{d}=-\frac{4\times0.144}{5}\ \text{eV}=-0.115\ \text{eV}.$$

Each charge contributes half of this, $-2k/d=-0.058$ eV.

The electron moves in three dimensions, so a detour with a lower maximum must be ruled out. Every path from trap 1 to trap 2 crosses the plane midway between them. On that plane $r_1=r_2=r$ with $r\ge d/2$, hence

$$V=-\frac{2k}{r}\ \ge\ -\frac{4k}{d}.$$

Every path therefore reaches at least $-4k/d$ somewhere, and the straight path rises no higher. The midpoint is the lowest pass.

The curvatures confirm that it is a saddle. Along the line,

$$\frac{d^2V}{dx^2}=-\frac{2k}{x^3}-\frac{2k}{(d-x)^3}\ \to\ -2k\left(\frac{8}{d^3}+\frac{8}{d^3}\right)=-\frac{32k}{d^3}.$$

At a small distance $s$ from the midpoint, within the midplane,

$$V=-\frac{2k}{\sqrt{d^2/4+s^2}}\approx-\frac{4k}{d}\left(1-\frac{2s^2}{d^2}\right)=-\frac{4k}{d}+\frac{8k s^2}{d^3},$$

so the curvature in each of the two transverse directions is $+16k/d^3$. The three curvatures add to zero, as Laplace's equation requires away from the charges. Their values here are $-0.0369$ eV/nm² along the line and $+0.0184$ eV/nm² across it.

### (b) The shift of the occupied level

The bound electron also feels the empty neighbour, through the perturbation $W=-k/r_2$. To first order its level moves by the average of $W$ over the bound-state density. Take this density to be spherical about trap 1. On a sphere of radius $r<d$, with $\mu$ the cosine of the angle from the line joining the traps,

$$\left\langle\frac{1}{r_2}\right\rangle=\frac12\int_{-1}^{1}\frac{d\mu}{\sqrt{r^2+d^2-2rd\mu}}
=\frac{1}{2rd}\Big[(d+r)-(d-r)\Big]=\frac1d .$$

The integral follows because $-\sqrt{r^2+d^2-2rd\mu}\,/(rd)$ is an antiderivative of the integrand. At the limits $\mu=\pm1$ the root equals $d\mp r$, which is positive for $r<d$.

The average does not depend on $r$. Every shell inside $r<d$ is shifted as if its charge sat at the trap centre, and the first-order shift is

$$\Delta E=-\frac{k}{d}=-\frac{0.144}{5}\ \text{eV}=-0.0288\ \text{eV}.$$

The part of the density beyond $r=d$ changes this by less than $k/d$ times the probability of finding the electron there, which is very small for a compact state.

The occupied level therefore lies at $-E_i-k/d=-0.429$ eV. The barrier is the top minus the level:

$$B=-\frac{4k}{d}-\left(-E_i-\frac{k}{d}\right)=E_i-\frac{3k}{d}.$$

The net lowering is

$$E_i-B=\frac{3k}{d}=0.1152-0.0288=0.0864\ \text{eV},$$

or 0.086 eV, and the barrier is $B=0.400-0.086=0.314$ eV.

The contributions can be assigned to the two charges. The electron's own trap contributes $2k/d$, because the path needs to climb only to the midpoint and not to infinity. The neighbour lowers the top by $2k/d$ and the starting level by $k/d$, so its net contribution is $k/d$. In this model the level shift cancels one quarter of the midpoint drop, whatever the spacing and permittivity.

The first-order shift can be compared with a direct solution of the Schrödinger equation. The model trap has the Coulomb tail and a Gaussian core of radius 0.3 nm, adjusted to bind by 0.40 eV. The electron is confined to a sphere of radius 3 nm about trap 1, which leaves out the neighbour's own bound state. Adding the neighbour's Coulomb potential moves the level by $-0.02880$ eV for a carrier of one electron mass and by $-0.02881$ eV for 0.3 electron masses. The difference from $-k/d$ is the polarization of the bound state, 4.4 µeV downward for one electron mass and 6.2 µeV for 0.3. The second value depends on the confining sphere and grows to 6.7 µeV when its radius is enlarged to 4.9 nm. Its sign is that of the second-order energy of a ground state, which cannot be positive. Its size is negligible here.

### (c) The effect on the rate

Let the rate be proportional to $\exp(-B/k_BT)$ with a fixed prefactor. Replacing $3k/d$ by $4k/d$ multiplies it by

$$\exp\left(\frac{k}{d\,k_BT}\right)=\exp\left(\frac{0.0288}{0.02585}\right)=3.05 .$$

The true lowering raises the rate by a factor of 28 over that for the full depth $E_i$, while the midpoint drop alone would suggest 86. At 358 K the overestimate is 2.54, because the same energy error is divided by a larger $k_BT$.

### When the result holds

**The neighbour must be empty.** If trap 2 is neutral, it neither shifts the level nor adds its Coulomb attraction. Outside the short range of trap 2, the potential energy on the line between the traps is then $-k/x$, which keeps rising past the midpoint. The midpoint is no longer a pass, and $3k/d$ does not apply.

**The process must be transfer to the neighbour.** To leave the pair altogether, the electron must climb from $-E_i-k/d$ to zero, which costs $E_i+k/d=0.429$ eV. The same neighbour that eases transfer makes complete escape harder. Transfer alone also gives no net current at zero field, since the barrier for the return hop is equal by symmetry.

**The traps must not be too close.** The formula gives $B=0$ at $d=3k/E_i=0.432/0.40\approx1.1$ nm, but it cannot be trusted down to that distance, because the bound states and short-range cores begin to overlap. At large $d$ the lowering vanishes as $1/d$.

**The motion must be classical.** Tunnelling is the first departure from this. A semiclassical estimate along the line joining the traps uses the transmission $1/(1+e^{2S})$ at energy $E$ below the top, where

$$S=\frac1\hbar\int\sqrt{2m\,[V(x)-E]}\;dx$$

runs between the classical turning points. The transmission is continued smoothly above the top and averaged with Boltzmann weight over energies from the occupied level upward. With the two Coulomb terms alone in $V(x)$, this multiplies the classical rate at 300 K by 1.26 for one electron mass and by 6.4 for 0.3 electron masses. Near the occupied level the turning points lie within reach of the short-range core. Including the core of part (b) thins the barrier there and raises the factors to 1.27 and 9.0. These factors belong to a one-dimensional model with a continuous range of energies. They show that a lighter carrier tunnels more readily, but they are not predictions for the trap pair: the model trap of part (b) has no levels between the occupied one and the top.

The motion across the line is quantized as well. With the transverse curvature found in part (a), the zero-point energy of the two transverse directions together is at most $\hbar\sqrt{16k/(md^3)}$ at the pass. This bound is 0.037 eV for one electron mass and 0.068 eV for 0.3. The actual energy is lower, because the midplane potential lies below its parabola away from the midpoint. It is still comparable to the level shift, and it raises the energy needed to cross. The value of $B$ is therefore the classical barrier, as the problem assumes, and not a prediction of the measured activation energy.

Tunnelling also splits the two equal levels. The one-dimensional scale $E_ie^{-S}$, with $S$ taken at the occupied level, is 0.007 meV for one electron mass and 1 meV for 0.3 with the Coulomb terms alone, and 0.011 meV and 1.5 meV with the core included. The splitting in three dimensions is smaller still, because the bound state also spreads sideways. Even the one-dimensional values are small compared with the 29 meV level shift, so the splitting hardly changes the starting energy. A small splitting does not by itself keep the electron in one trap: in an isolated pair with exactly equal levels, the electron would still tunnel back and forth. Localization in trap 1, which the problem assumes, requires a mismatch of the two levels or a coupling to the surroundings strong enough to suppress this motion.

### Sensitivity to spacing and permittivity

A disordered film does not have one fixed spacing. At fixed permittivity, the net lowering is 0.108 eV for $d=4$ nm and 0.072 eV for $d=6$ nm, a spread comparable to the level shift itself. At fixed $d=5$ nm, raising the permittivity to 15 reduces it to 0.058 eV. The value 0.086 eV therefore belongs to the stated pair and is not a constant of the material. It also assumes that one permittivity describes both the resting and the moving electron. In a polar insulator the ions may not follow a fast passage, and a single value is then not enough.

## Variation 1: a field along the line

*A field pushes the electron from trap 1 towards trap 2 with force $f=eF$. Find the lowering for weak fields.*

The field adds $-fx$ to the potential energy. With trap 1 at $x=0$ and a spherical bound state, the starting level has no first-order shift from the field. Its second-order shift, the polarization of the bound state by the field, is neglected here. For the model trap of part (b) it lowers the level by 0.4 to 0.6 meV at 0.5 MV/cm, so the fourth decimal quoted below at that field belongs to the approximation only. Write $x=d/2+u$ and use the curvature found above:

$$V\approx-\frac{4k}{d}-\frac{16k u^2}{d^3}-\frac{fd}{2}-fu .$$

Setting the derivative to zero gives $-32ku/d^3-f=0$, so $u=-fd^3/(32k)$: the top moves towards trap 1. At this point the quadratic term contributes $-f^2d^3/(64k)$ and the term $-fu$ contributes $+f^2d^3/(32k)$. Their sum is $+f^2d^3/(64k)$, and the lowering becomes

$$E_i-B=\frac{3k}{d}+\frac{fd}{2}-\frac{f^2d^3}{64k}.$$

At 0.1 MV/cm, $f=0.01$ eV/nm, and the three terms give $0.0864+0.0250-0.0014=0.110$ eV. Numerical maximization of the full potential gives the same value to this accuracy.

At 0.5 MV/cm the formula gives 0.1775 eV and the maximization 0.1833 eV. The expansion requires $|u|\ll d/2$, that is, $fd^2/(16k)\ll1$. This ratio is 0.11 at the lower field but 0.54 at the higher one. The sign of the error also follows. The full zero-field potential on the line is

$$-\frac{4k/d}{1-4u^2/d^2},$$

and every term omitted from its expansion in $u$ is negative. The true top is therefore lower than the parabola suggests, and the true lowering is larger.

In both cases the field changes the barrier by an amount comparable to the level shift or larger, so the zero-field value of 0.086 eV should not be used at such fields without the field terms.

## Variation 2: a long line of empty traps

*The electron sits at site 0 of a line of equally spaced traps. All the others are empty. Find the net lowering for a hop to site 1.*

Take the sites $n=-N+1,\dots,N$, which are symmetric about the midpoint of the hop, and let $N$ grow. The top is lowered by $k/d$ times

$$\sum_{n}\frac{1}{|n-\tfrac12|}=2\sum_{j=1}^{N}\frac{1}{j-\tfrac12}=4\sum_{j=1}^{N}\frac{1}{2j-1}=4H_{2N}-2H_N ,$$

where $H_N=\sum_{j=1}^N 1/j$. The last step writes the sum over odd denominators as the full sum $H_{2N}$ minus the even part $H_N/2$.

The sphere average applies to each empty trap separately. The occupied level is therefore lowered by $k/d$ times the sum of $1/|n|$ over the same sites without $n=0$:

$$H_N+H_{N-1}=2H_N-\frac1N .$$

Subtracting the level shift from the lowering of the top gives

$$E_i-B=\frac{k}{d}\left[4(H_{2N}-H_N)+\frac1N\right]\ \longrightarrow\ 4\ln2\;\frac{k}{d},$$

because $H_{2N}-H_N\to\ln2$. For $N=1$ the bracket is $4\times\tfrac12+1=3$, which recovers the pair.

Each shift alone grows without limit as $N$ increases, but their difference stays finite. The net lowering is 0.080 eV, about 0.007 eV less than for the pair. Without the level shift, the lowering for a long line would have no finite value at all. The calculation leaves out the negative charge that must compensate the empty traps in a neutral solid.

The input values and further digits are given in the numerical output below.

## Computed values

```
relative permittivity: 10
trap spacing d: 5.0 nm
isolated trap depth: 0.40 eV
temperature: 300 K, kT = 0.02585 eV
e^2/(4 pi eps0): 1.4400 eV nm
k in the medium: 0.14400 eV nm
barrier top position: 2.500 nm
energy at midpoint: -0.1152 eV
midpoint energy from one core alone: -0.0576 eV
curvature along axis: -0.0369 eV/nm^2
curvature across axis: 0.0184 eV/nm^2
level shift, formula -k/d: -0.02880 eV
level shift, diagonalized, mass 1: -0.02880 eV
level shift, diagonalized, mass 0.3: -0.02881 eV
net lowering, formula 3k/d: 0.0864 eV
net lowering, computed, mass 1: 0.0864 eV
occupied level in the pair: -0.4288 eV
barrier to the neighbour: 0.3136 eV
barrier if level shift is ignored: 0.2848 eV
barrier to leave the pair: 0.4288 eV
rate gain from true lowering, 300 K: 28.3
rate gain if shift is ignored, 300 K: 86.1
overestimate of rate, 300 K: 3.05
overestimate of rate, 358 K: 2.54
Neglected effects:
polarization shift, mass 1.0: -4.4 micro-eV
polarization shift, mass 0.3: -6.2 micro-eV
lowering at 0.1 MV/cm, maximized: 0.1101 eV
lowering at 0.1 MV/cm, weak-field formula: 0.1100 eV
lowering at 0.5 MV/cm, maximized: 0.1833 eV
lowering at 0.5 MV/cm, weak-field formula: 0.1775 eV
net lowering at spacing 4 nm: 0.1080 eV
net lowering at spacing 6 nm: 0.0720 eV
net lowering at permittivity 15: 0.0576 eV
net lowering in a long line of empty traps: 0.0798 eV
tunnelling action at the level, mass 1.0: 10.94
level splitting scale depth*exp(-S), mass 1.0: 0.0071 meV
rate factor from tunnelling, 300 K, mass 1.0: 1.26
tunnelling action at the level, mass 0.3: 5.99
level splitting scale depth*exp(-S), mass 0.3: 1.0015 meV
rate factor from tunnelling, 300 K, mass 0.3: 6.42
```
